**Resistivity ratio of a fully spin-polarized two-dimensional gas**

The program examines $\rho_P/\rho_0=4\Phi(2\sqrt2\,s)/\Phi(s)$ for static RPA screening and Born scattering by in-plane charges. Here $s=2k_F/q_s$ is formed from the unpolarized Fermi and screening wave numbers, and $\Phi$ is the angular average of the squared screened potential with weight $1-\cos\theta$, normalized to $\Phi(0)=1$. It asserts the static response by integration over the Fermi disk, the resistivities and both limits by a matrix solution of the Boltzmann equation, and the polarization threshold by energy minimization. It also asserts that phase shifts reproduce the Born rate at small impurity charge, that the thermal average returns the cold resistivities at low temperature, and that the subband solver gives the known triangular-well level and a consistent in-plane mass. For the silicon example the output gives a ratio of 3.37, against the limits 4 for strong and 1/2 for weak screening. Separate estimates give 2.26 and 0.78 beyond Born order for repulsive and attractive unit charges with a Thomas-Fermi potential, 2.8 with finite thickness, 3.2 at 0.3 K and 5.4 with the Hubbard local field. These estimates size the neglected effects one at a time and are not a combined prediction.

## Program and output

```python
"""
Result under test: full spin polarization changes the Born resistivity of an
ideally thin 2D gas with static RPA screening and in-plane charged impurities by
    ratio = 4 * Phi(2*sqrt(2)*s) / Phi(s),   s = 2 kF / qs,
    Phi(s) = (1/pi) int_0^pi (1-cos t) / (1 + s sin(t/2))^2 dt,
which tends to 4 for strong screening (s -> 0) and to 1/2 for weak screening.
Symbols (Hartree atomic units inside the program): n density, n_imp impurity
density, m in-plane mass, kappa permittivity, flavours = number of occupied
spin-valley species, kF Fermi wave number, qs = flavours*m/kappa screening
wave number. Both kF and qs in s refer to the unpolarized gas.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import struve, y0, jv, yv, jvp, yvp, ai_zeros

pi = math.pi
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
tesla_au = const.physical_constants["atomic unit of mag. flux density"][0]
ohm_au = const.hbar / const.e**2
nm = a0 * 1e9
mev = hartree / const.e * 1e3

# Rough typical values for a silicon (100) inversion layer
n_cm, nimp_cm, ndep_cm = 1e11, 2e10, 1e11
n, n_imp, n_dep = [x * 1e4 * a0**2 for x in (n_cm, nimp_cm, ndep_cm)]
m, m_z, valleys = 0.19, 0.92, 2
kappa_si, kappa_ox = 11.7, 3.9
kappa = (kappa_si + kappa_ox) / 2
temperature = 0.3
full, half = 2 * valleys, valleys


def fermi(flavours, density=n):
    return math.sqrt(4 * pi * density / flavours)


def phi(s):
    f = lambda t: (1 - math.cos(t)) / (1 + s * math.sin(t / 2))**2
    return quad(f, 0, pi, epsabs=0, epsrel=1e-9, limit=200)[0] / pi


def ratio_formula(s):
    return 4 * phi(2 * math.sqrt(2) * s) / phi(s)


kF, kP = fermi(full), fermi(half)
qs, qP = full * m / kappa, half * m / kappa
s0, sP = 2 * kF / qs, 2 * kP / qP
EF = kF**2 / (2 * m)
rs = m / (kappa * math.sqrt(pi * n))
assert abs(s0 - 4 / (full**1.5 * rs)) < 1e-10


# Static response of one flavour from the Fermi-disk integral, unit m/(2 pi)
def disk_response(q):
    chord = lambda x: 2 * math.sqrt(max(0.0, 1 - x * x))
    if q < 2:
        value = quad(chord, -1, 1, weight="cauchy", wvar=-q / 2, limit=300)[0]
    else:
        value = quad(lambda x: chord(x) / (x + q / 2), -1, 1, limit=300)[0]
    return value / (pi * q)


for q in (0.3, 1.0, 1.7):
    assert abs(disk_response(q) - 1) < 1e-5
for q in (2.5, 4.0):
    assert abs(disk_response(q) - (1 - math.sqrt(1 - 4 / q**2))) < 1e-5


# Linearized Boltzmann equation on the Fermi circle, solved as a matrix problem
def boltzmann_resistivity(flavours, density):
    count = 240
    k = fermi(flavours, density)
    angle = 2 * pi * np.arange(count) / count
    q = 2 * k * np.abs(np.sin((angle[:, None] - angle[None, :]) / 2))
    screened = 2 * pi / (kappa * (q + flavours * m / kappa))
    rates = n_imp * m * screened**2 / count
    np.fill_diagonal(rates, 0)
    collision = np.diag(rates.sum(axis=1)) - rates
    drive = k / m * np.cos(angle)
    shift = np.linalg.lstsq(collision, drive, rcond=None)[0]
    return 1 / (flavours * m / (2 * pi) * np.mean(drive * shift))


rho0 = (2 * pi / full)**2 * n_imp / n * phi(s0)
rhoP = (2 * pi / half)**2 * n_imp / n * phi(sP)
assert abs(boltzmann_resistivity(full, n) / rho0 - 1) < 2e-3
assert abs(boltzmann_resistivity(half, n) / rhoP - 1) < 2e-3
limits = []
for factor in (1e-6, 1e10):
    d = n * factor
    limits.append(boltzmann_resistivity(half, d) / boltzmann_resistivity(full, d))
assert abs(limits[0] - 4) < 3e-3      # remaining deviation is linear in s
assert abs(limits[1] - 0.5) < 5e-3    # angular grid and finite s
slope = 16 / (3 * pi) * (2 * math.sqrt(2) - 1)
assert abs((1 - ratio_formula(1e-4) / 4) / 1e-4 - slope) < 1e-2


# Threshold of full polarization from minimization of the energy
def kinetic(density):
    k = math.sqrt(4 * pi * density / valleys)
    return valleys * quad(lambda x: x**3 / (4 * pi * m), 0, k, epsabs=0)[0]


def best_polarization(field):
    def energy(z):
        both = kinetic(n * (1 + z) / 2) + kinetic(n * (1 - z) / 2)
        return (both - z * n * field / 2) / (n * EF)
    return minimize_scalar(energy, bounds=(0, 1), method="bounded").x


Bc = 2 * EF                            # Lande factor 2, Bohr magneton 1/2
assert abs(best_polarization(0.9 * Bc) - 0.9) < 1e-3
assert best_polarization(1.05 * Bc) > 0.999


# Phase shifts in the real-space screened potential; length unit 1/qs
def screening_factor(x):
    if x > 30:
        return 1 / x**2 - 9 / x**4 + 225 / x**6
    return 1 - pi / 2 * x * (struve(0, x) - y0(x))


def phase_rate(strength, s):
    """m/(tau*n_imp); strength = charge/flavours, positive if repulsive."""
    k, start, end = s / 2, 1e-4, 120 / s
    phases = []
    for l in range(8):
        def radial(t, y):
            x = math.exp(t)
            v = 2 * strength * x * screening_factor(x)
            return [y[1], (l * l + v - (k * x)**2) * y[0]]
        first = [1.0, l + 2 * strength * start / (2 * l + 1)]
        sol = solve_ivp(radial, (math.log(start), math.log(end)), first,
                        method="DOP853", rtol=1e-9, atol=1e-12)
        R, dR = sol.y[:, -1]
        x = k * end
        top = x * jvp(l, x) * R - jv(l, x) * dR
        bottom = x * yvp(l, x) * R - yv(l, x) * dR
        phases.append(math.atan(top / bottom))
    return 4 * np.sum(np.sin(np.diff(phases))**2)


for g, s in ((full, s0), (half, sP)):
    weak = 0.01 / g
    mean = (phase_rate(weak, s) + phase_rate(-weak, s)) / 2
    assert abs(mean / ((2 * pi * weak)**2 * phi(s)) - 1) < 5e-3
beyond = {}
for name, sign in (("repulsive", 1), ("attractive", -1)):
    r0 = phase_rate(sign / full, s0)
    rP = phase_rate(sign / half, sP)
    beyond[name] = (r0 / ((2 * pi / full)**2 * phi(s0)),
                    rP / ((2 * pi / half)**2 * phi(sP)), rP / r0)

# Angular quadrature for the remaining estimates
nodes, weights = np.polynomial.legendre.leggauss(200)
theta, wtheta = pi * (nodes + 1) / 2, pi * weights / 2


def born_rate(potential, k):
    u = potential(2 * k * np.sin(theta / 2))
    return n_imp * m / pi * np.sum(wtheta * (1 - np.cos(theta)) * u**2)


# Finite temperature: response and conductivity averaged over energy
def warm_resistivity(flavours, temp):
    ef = fermi(flavours)**2 / (2 * m)
    mu = ef + temp * math.log(-math.expm1(-ef / temp))
    y = np.linspace(-20, 20, 801)
    w = (y[1] - y[0]) / (4 * np.cosh(y / 2)**2)
    e = mu + temp * y
    w, e = w[e > 0], e[e > 0]
    q = np.linspace(0, 2 * math.sqrt(2 * m * e.max()), 3001)[1:]
    inside = np.minimum(1, 8 * m * e[None, :] / q[:, None]**2)
    response = (1 - np.sqrt(1 - inside)) @ w
    u = 2 * pi / (kappa * q + flavours * m * response)
    rate = np.array([born_rate(lambda p: np.interp(p, q, u),
                               math.sqrt(2 * m * x)) for x in e])
    return 1 / (flavours / (2 * pi) * np.sum(w * e / rate))


for g, rho in ((full, rho0), (half, rhoP)):
    assert abs(warm_resistivity(g, EF / 2000) / rho - 1) < 5e-3
T = temperature * const.k / hartree
warm0, warmP = warm_resistivity(full, T), warm_resistivity(half, T)

# Finite thickness: ground state of a triangular well behind a hard wall
well_field = 4 * pi * (n_dep + n / 2) / kappa_si
length = (2 * m_z * well_field)**(-1 / 3)
h = 14 * length / 401
z = h * np.arange(1, 401)


def subbands(field, momentum, everything=False):
    diagonal = (1 / (m_z * h * h) + well_field * z
                + ((momentum + field * z)**2) / (2 * m))
    side = np.full(len(z) - 1, -1 / (2 * m_z * h * h))
    if everything:
        return eigh_tridiagonal(diagonal, side)
    return eigh_tridiagonal(diagonal, side, select="i", select_range=(0, 0))


level, state = subbands(0.0, 0.0)
assert abs(level[0] / (-ai_zeros(1)[0][0] * well_field * length) - 1) < 1e-3
profile = state[:, 0]**2
z_mean = profile @ z
z_spread = math.sqrt(profile @ z**2 - z_mean**2)


def thick_potential(flavours):
    def potential(q):
        outer = np.array([profile @ np.exp(-p * z) for p in q])
        gap = np.abs(z[:, None] - z[None, :])
        inner = np.array([profile @ np.exp(-p * gap) @ profile for p in q])
        return 2 * pi * outer / (kappa * q + flavours * m * inner)
    return potential


thick_ratio = (born_rate(thick_potential(half), kP)
               / born_rate(thick_potential(full), kF))


# Hubbard local field as an estimate of exchange beyond RPA
def hubbard_potential(flavours):
    k = fermi(flavours)
    def potential(q):
        local = q / np.sqrt(q**2 + k**2) / flavours
        return 2 * pi / (kappa * q + flavours * m * (1 - local))
    return potential


hubbard_ratio = (born_rate(hubbard_potential(half), kP)
                 / born_rate(hubbard_potential(full), kF))

# Orbital effect: in-plane mass perpendicular to the field at Bc
center, step = -Bc * z_mean, kF / 10
e_minus, e_mid, e_plus = [subbands(Bc, center + d)[0][0] for d in (-step, 0, step)]
curvature = (e_plus - 2 * e_mid + e_minus) / step**2
levels, states = subbands(Bc, center, True)
dipoles = states[:, 1:].T @ (z * states[:, 0])
exact = 1 / m - 2 * (Bc / m)**2 * np.sum(dipoles**2 / (levels[1:] - levels[0]))
assert abs(curvature / exact - 1) < 1e-2
mass_factor = 1 / (m * curvature)

s_ten = brentq(lambda s: ratio_formula(s) - 3.6, 1e-5, 1)
ratio = rhoP / rho0


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("electron density", n_cm, "cm^-2")
show("impurity density", nimp_cm, "cm^-2")
show("depletion density", ndep_cm, "cm^-2")
show("in-plane mass", m, "m_e")
show("mass normal to layer", m_z, "m_e")
show("valleys", valleys)
show("permittivity silicon", kappa_si)
show("permittivity oxide", kappa_ox)
show("mean permittivity", kappa)
show("r_s", rs)
show("kF unpolarized", kF / nm, "nm^-1")
show("kF polarized", kP / nm, "nm^-1")
show("qs unpolarized", qs / nm, "nm^-1")
show("qs polarized", qP / nm, "nm^-1")
show("s unpolarized", s0)
show("s polarized", sP)
show("Fermi energy unpolarized", EF * mev, "meV")
show("Fermi temperature unpolarized", EF * hartree / const.k, "K")
show("full-polarization field Bc", Bc * tesla_au, "T")
show("Phi unpolarized", phi(s0))
show("Phi polarized", phi(sP))
show("resistance unit hbar/e^2", ohm_au, "ohm", 5)
show("resistivity unpolarized", rho0 * ohm_au, "ohm")
show("resistivity polarized", rhoP * ohm_au, "ohm")
for name, rho in (("unpolarized", rho0), ("polarized", rhoP)):
    mobility = 1 / (n_cm * const.e * rho * ohm_au)
    show("mobility " + name, mobility, "cm^2/Vs")
show("kF*mean free path unpolarized", 4 * pi / full / rho0)
show("kF*mean free path polarized", 4 * pi / half / rhoP)
show("RPA-Born resistivity ratio", ratio)
show("linear coefficient of 1-ratio/4 in s", slope)
for s in (0.001, 0.01, 0.1, 1.0, 10.0, 1000.0):
    show(f"ratio at s={s:g}", ratio_formula(s))
show("matrix ratio, density times 1e-6", limits[0], digits=5)
show("matrix ratio, density times 1e10", limits[1])
show("s where ratio is 3.6", s_ten)
show("density where ratio is 3.6", n_cm * (s_ten / s0)**2, "cm^-2")
for name, (b0, bP, r) in beyond.items():
    show(name + " rate/Born, unpolarized", b0)
    show(name + " rate/Born, polarized", bP)
    show(name + " ratio beyond Born", r)
show("mean distance from interface", z_mean * nm, "nm")
show("rms layer thickness", z_spread * nm, "nm")
show("ratio with finite thickness", thick_ratio)
show("temperature of use", temperature, "K")
show("warm/cold resistivity unpolarized", warm0 / rho0)
show("warm/cold resistivity polarized", warmP / rhoP)
show("ratio at temperature of use", warmP / warm0)
show("ratio with Hubbard local field", hubbard_ratio)
show("magnetic length at Bc", nm / math.sqrt(Bc), "nm")
show("mass factor across field at Bc", mass_factor)
print("every check passed")
```

Printed output:

```
electron density: 1e+11 cm^-2
impurity density: 2e+10 cm^-2
depletion density: 1e+11 cm^-2
in-plane mass: 0.19 m_e
mass normal to layer: 0.92 m_e
valleys: 2
permittivity silicon: 11.7
permittivity oxide: 3.9
mean permittivity: 7.8
r_s: 8.213
kF unpolarized: 0.05605 nm^-1
kF polarized: 0.07927 nm^-1
qs unpolarized: 1.841 nm^-1
qs polarized: 0.9206 nm^-1
s unpolarized: 0.06088
s polarized: 0.1722
Fermi energy unpolarized: 0.63 meV
Fermi temperature unpolarized: 7.31 K
full-polarization field Bc: 10.88 T
Phi unpolarized: 0.9044
Phi polarized: 0.7628
resistance unit hbar/e^2: 4108.2 ohm
resistivity unpolarized: 1834 ohm
resistivity polarized: 6186 ohm
mobility unpolarized: 3.404e+04 cm^2/Vs
mobility polarized: 1.009e+04 cm^2/Vs
kF*mean free path unpolarized: 7.039
kF*mean free path polarized: 4.173
RPA-Born resistivity ratio: 3.374
linear coefficient of 1-ratio/4 in s: 3.104
ratio at s=0.001: 3.988
ratio at s=0.01: 3.88
ratio at s=0.1: 3.074
ratio at s=1: 1.259
ratio at s=10: 0.6187
ratio at s=1000: 0.5027
matrix ratio, density times 1e-6: 3.9992
matrix ratio, density times 1e10: 0.5004
s where ratio is 3.6: 0.03617
density where ratio is 3.6: 3.529e+10 cm^-2
repulsive rate/Born, unpolarized: 0.1841
repulsive rate/Born, polarized: 0.1233
repulsive ratio beyond Born: 2.26
attractive rate/Born, unpolarized: 1.27
attractive rate/Born, polarized: 0.2944
attractive ratio beyond Born: 0.7824
mean distance from interface: 4.073 nm
rms layer thickness: 1.822 nm
ratio with finite thickness: 2.775
temperature of use: 0.3 K
warm/cold resistivity unpolarized: 1.093
warm/cold resistivity polarized: 1.038
ratio at temperature of use: 3.206
ratio with Hubbard local field: 5.407
magnetic length at Bc: 7.777 nm
mass factor across field at Bc: 1.061
every check passed
```
